# Solute trapping at an interface moving at the diffusive speed

## Problem

A laser pulse melts the surface layer of a crystal containing a dilute solute. As the melt refreezes, a planar solid–liquid interface moves into the liquid at speed \(v\). Let \(x_L\) be the solute atomic fraction in the liquid at the interface and \(x_S\) that of the solid being buried behind it. The partition coefficient is

\[
k=\frac{x_S}{x_L}.
\]

For a stationary interface in equilibrium with a dilute liquid, \(k=k_e=0.01\), so the solid accepts little solute. A moving interface may bury solute before it can escape.

Use the continuous-growth form of the Aziz model, in which solute is exchanged between the liquid and one interfacial layer of the solid. The layer has thickness \(\lambda\), and a solute atom in it escapes to a dilute liquid at rate \(a\). The diffusive speed is \(v_D=a\lambda\).

1. Derive \(k\) as a function of \(v/v_D\), and find its value at \(v=v_D\).
2. Determine how far this value can be trusted when the liquid is not infinitely dilute.

Solid and liquid are taken to have the same number of atoms per volume. The quantities \(k_e\), \(a\) and \(v\) are constant.

## Hints

**Hint 1.** Treat the interfacial layer as a container. Growth brings in material of liquid composition, burial removes material of layer composition, and exchange with the liquid moves solute between the two.

**Hint 2.** An exchange is a swap. For solute to leave the layer, a solvent atom must come in from the liquid. The outward rate therefore contains \(x_S(1-x_L)\), and the inward rate contains \(x_L(1-x_S)\).

**Hint 3.** The ratio of the inward to the outward rate constant need not be guessed. At \(v=0\) the two flows must cancel at the equilibrium compositions.

**Hint 4.** Keep the products \(x_Sx_L\) until the balance has been solved. They then supply the answer to the second question.

## Full solution

### The exchange flux

Divide all solute fluxes by the number of atoms per volume, so that each flux is a speed times an atomic fraction. By Hint 2, the net flux from the layer back to the liquid is

\[
J_{\rm back}=v_D\left[x_S(1-x_L)-\kappa x_L(1-x_S)\right].
\]

The prefactor is \(a\lambda=v_D\), since each solute atom in a layer of thickness \(\lambda\) tries to leave at rate \(a\). The constant \(\kappa\) is the inward rate constant relative to the outward one. Setting \(J_{\rm back}=0\) for a stationary interface gives

\[
\kappa=\left.\frac{x_S/(1-x_S)}{x_L/(1-x_L)}\right|_{\rm equilibrium}.
\]

When both fractions are small, the factors \(1-x_S\) and \(1-x_L\) tend to one and \(\kappa\) becomes \(x_S/x_L=k_e\). Since \(\kappa\) is taken to be independent of composition, \(\kappa=k_e=0.01\) throughout.

### The balance of the layer

When the interface advances, the newly frozen material initially has the liquid composition. Growth therefore supplies solute at the rate \(vx_L\), and burial removes it at the rate \(vx_S\). The solute content of the layer per unit area, divided by the atomic density, is \(\lambda x_S\), so

\[
\lambda\frac{dx_S}{dt}=vx_L-vx_S-J_{\rm back}.
\]

The first term is positive because it is a gain, and the other two are losses. In a steady state the left side vanishes:

\[
vx_L-vx_S=v_Dx_S(1-x_L)-\kappa v_Dx_L(1-x_S).
\]

Expanding the right side gives

\[
vx_L-vx_S=v_Dx_S-v_Dx_Sx_L-\kappa v_Dx_L+\kappa v_Dx_Lx_S.
\]

Move every term containing \(x_S\) to the right and the remaining term, \(-\kappa v_Dx_L\), to the left:

\[
x_L(v+\kappa v_D)=x_S\left[v+v_D-(1-\kappa)v_Dx_L\right].
\]

Dividing by \(v_Dx_L\) and by the bracket, with \(u=v/v_D\), yields

\[
k=\frac{\kappa+u}{1+u-(1-\kappa)x_L}.
\]

This is the result of the model at finite liquid composition. In the dilute limit \(x_L\to0\), with \(\kappa=k_e\), it becomes

\[
k(v)=\frac{k_e+v/v_D}{1+v/v_D}.
\]

### The value at the diffusive speed

For \(v=v_D\) the ratio \(u\) is one, and

\[
k=\frac{k_e+1}{1+1}=\frac{0.01+1}{2}=0.505.
\]

The solid takes up about half the solute fraction of the liquid next to it, some fifty times the ratio at equilibrium. The result depends on the two speeds through their ratio alone. In the numerical example both are 1 m/s, which is the same as 1 nm/ns. With \(\lambda=0.25\) nm, the escape rate is

\[
a=\frac{v_D}{\lambda}=\frac{1\ \text{nm/ns}}{0.25\ \text{nm}}=4\ \text{ns}^{-1}.
\]

These are round model parameters and do not describe a particular material.

### Why the value lies halfway

Subtract \(k_e\) from the dilute law and use a common denominator:

\[
k-k_e=\frac{k_e+u-k_e(1+u)}{1+u}
=(1-k_e)\frac{u}{1+u}.
\]

The fraction \(u/(1+u)=v/(v+v_D)\) runs from zero for a stationary interface to one for a very fast interface. It measures the progress from equilibrium partitioning, \(k=k_e\), to complete trapping, \(k=1\). At \(v=v_D\) it is one half, so \(k\) is the arithmetic mean of \(k_e\) and one.

The approach to equilibrium needs care when \(k_e\) is small. For \(u\ll1\),

\[
k\simeq k_e+(1-k_e)u.
\]

For \(k\) to be close to \(k_e\) in relative terms, the second term must be small compared with the first. This requires \(u\ll k_e/(1-k_e)\), which is about 0.01 here. Being slow compared with \(v_D\) is not enough. At \(v=0.1v_D\),

\[
k=\frac{0.01+0.1}{1+0.1}=0.100,
\]

which is ten times \(k_e\). At the other end, \(v=10v_D\) gives \(k=10.01/11=0.910\), so trapping is strong but still incomplete.

### The effect of finite composition

At \(u=1\) the finite-composition result is

\[
k=\frac{1+k_e}{2-(1-k_e)x_L}
=\frac{1+k_e}{2}\,\frac{1}{1-(1-k_e)x_L/2}.
\]

For small \(x_L\), the last factor is approximately \(1+(1-k_e)x_L/2\). The correction relative to the dilute value is therefore close to half the solute fraction of the interface liquid. It is positive because solute already in the liquid leaves fewer solvent atoms there with which the trapped solute can change places.

For \(x_L=0.00198\), the composition found in Variation 2,

\[
k=\frac{1.01}{2-0.99\times0.00198}=0.5055.
\]

This is 0.098 percent above the dilute value. The figure 0.505 is thus justified to about one part in a thousand at this composition, within the model. It does not include errors in the model itself.

### Conditions on the result

The interface must have time to reach its steady exchange. In the dilute limit the layer balance reads

\[
\lambda\frac{dx_S}{dt}=(v+k_ev_D)x_L-(v+v_D)x_S.
\]

The coefficient of \(x_S\) shows that the layer relaxes in a time \(\lambda/(v+v_D)\). In the example this is \(0.25/2=0.125\) ns. The law can be used with a changing speed or liquid composition if the change is slow on that scale.

A second condition is that \(k_e\) and \(v_D\) are known at the actual interface temperature. If cooling changes that temperature appreciably, both may change, and a single pair of constants no longer describes the whole solidification.

## Variation 1: layers buried at regular intervals

**Question.** Suppose that each layer freezes at once and then exchanges solute with the liquid for a fixed time \(\lambda/v\) before the next layer covers it. What is \(k\) at \(v=v_D\), and why does it differ from the first answer?

**Solution.** Let \(p(t)\) be the probability that a site in the layer holds solute at time \(t\) after freezing. In the dilute limit, solute enters at rate \(ak_ex_L\) and leaves at rate \(a\) when present:

\[
\frac{dp}{dt}=ak_ex_L-ap,\qquad p(0)=x_L.
\]

The stationary value is \(k_ex_L\), and the initial excess over it decays at rate \(a\). Hence

\[
p(t)=k_ex_L+(1-k_e)x_Le^{-at}.
\]

At the moment of burial \(at=a\lambda/v=v_D/v\). Dividing \(p\) by \(x_L\) gives the stepwise law

\[
k_{\rm step}=k_e+(1-k_e)e^{-v_D/v}.
\]

At \(v=v_D\) this is

\[
k_{\rm step}=0.01+0.99\,e^{-1}=0.374.
\]

The same two constants and the same speed therefore give a different coefficient, which is why the problem had to specify continuous growth.

The two laws are connected by the distribution of exposure times. Suppose that burial is random, with constant rate \(r=v/\lambda\). The exposure times then have the probability density \(re^{-rt}\) and the same mean \(\lambda/v\) as before. The average of the decay factor is

\[
\int_0^\infty re^{-rt}e^{-at}\,dt=\frac{r}{r+a}
=\frac{v/\lambda}{v/\lambda+v_D/\lambda}=\frac{v}{v+v_D}.
\]

Putting this in place of \(e^{-at}\) gives

\[
k=k_e+(1-k_e)\frac{v}{v+v_D},
\]

which is the continuous-growth law. A well-mixed layer with a steady inflow and outflow has this same exponential distribution of residence times.

Random burial traps more solute because \(e^{-at}\) is a convex function of \(t\): its average exceeds its value at the average time. Sites covered early gain more trapped solute than sites covered late lose. The ratio of the two coefficients is large when \(v/v_D\) is well below one but still well above \(k_e\); for still slower growth both tend to \(k_e\). At \(v=0.1v_D\), continuous growth gives 0.100 and stepwise growth gives 0.0100, which is almost the equilibrium value. At \(v=10v_D\) the coefficients are 0.910 and 0.906. They approach each other because both decay factors begin as \(1-v_D/v\) when \(v_D/v\) is small.

As a test, the site equation with the finite-composition factors restored,

\[
\frac{dp}{dt}=ak_ex_L(1-p)-a(1-x_L)p,
\]

was solved numerically and averaged over random exposure times at these three speeds. The averages agree with the continuous law in the dilute case, and with the finite-composition law at \(x_L=0.01\) and \(0.2\).

## Variation 2: the solute ahead of the interface

**Question.** The liquid far from the interface has solute fraction \(x_\infty=0.001\), and the liquid diffusivity is \(D=10\) nm²/ns. For \(v=v_D=1\) m/s, find the steady compositions of the solid and of the liquid at the interface. Does a solid with composition \(x_\infty\) show that \(k=1\)?

**Solution.** Move with the interface and let \(z\) be the distance into the liquid. In this frame the liquid flows toward the interface at speed \(v\). Diffusion carries solute toward the interface when \(x\) increases with \(z\), so the total flux toward the interface is

\[
J=vx+D\frac{dx}{dz}.
\]

In a steady state \(J\) is independent of \(z\). Far away the gradient vanishes and \(J=vx_\infty\). At the interface this flux must equal the solute carried off in the solid, \(vx_S\). Hence

\[
x_S=x_\infty=0.001
\]

for any nonzero \(k\) for which the steady state has been reached. The bulk composition of the solid does not reveal \(k\). That requires the liquid composition at the interface:

\[
x_L=\frac{x_S}{k}=\frac{0.001}{0.505}=0.00198.
\]

To find the profile, set \(J=vx_\infty\) in the flux equation:

\[
D\frac{dx}{dz}=-v(x-x_\infty).
\]

The excess \(x-x_\infty\) therefore decays exponentially over the length \(D/v\). Its value at \(z=0\) is \(x_\infty/k-x_\infty\), so

\[
x(z)=x_\infty\left[1+\left(\frac1k-1\right)e^{-vz/D}\right].
\]

Here \(D/v=10\) nm. At that distance,

\[
\frac{x}{x_\infty}=1+0.980\,e^{-1}=1.36.
\]

The interface liquid is enriched by a factor \(1/k=1.98\). For slow growth the dilute law would give a steady factor of \(1/k_e=100\). The interface liquid would then no longer be dilute, however: with \(x_S=0.001\) and \(v\to0\), the finite-composition law gives \(x_L=0.001/(0.01+0.99\times0.001)=0.091\), a factor of 91. Trapping thus greatly reduces the steady solute pile-up, although the steady solid has the same composition in both cases. The slow-growth factor is a limit of the model. It assumes that the front stays planar and that \(\kappa\) stays constant up to this composition. At \(v=0.001v_D\), where the factor is 83, building the pile-up takes at least 0.8 mm of growth, far more than the depth of a laser-melted surface layer.

The pile-up must be built from solute that the earlier solid did not take. Its amount, expressed as a depth of material with composition \(x_\infty\), is

\[
\left(\frac1k-1\right)\frac Dv=0.980\times10\ \text{nm}=9.8\ \text{nm}.
\]

Even a solid containing no solute could supply this only after 9.8 nm of growth, so a melt shallower than that cannot reach the steady profile. The actual depth needed is larger, because the solid does take up solute on the way: with these parameters the solid reaches \(0.9x_\infty\) after about 33 nm of growth and \(0.99x_\infty\) after about 110 nm. The interface law itself can hold much earlier, since the layer relaxes in 0.125 ns.

A time-dependent calculation tests this description. It couples diffusion in the liquid to the dilute exchange balance of the layer. In a steady state that balance alone fixes \(x_S/x_L\), so the calculation tests solute conservation and the liquid profile, not the interface law. After 600 ns of growth it gives \(k=0.505\), a solid fraction of 0.00100 and an interface-liquid fraction of 0.00198, in agreement with the steady solution. The values are listed in the numerical output.

## Computed results

```
equilibrium coefficient k_e = 0.010 (dimensionless)
diffusive speed v_D = 1.000 m/s
interface speed v = 1.000 m/s
interfacial layer width = 0.250 nm
solute exit rate = 4.000 per ns
mean exposure time = 0.250 ns
liquid diffusivity = 10.000 nm^2/ns
far-liquid solute fraction = 0.001000
k from dilute continuous law = 0.505000
k from random-burial average = 0.505000
k from transport calculation = 0.505000
k from stepwise law = 0.374201
v/v_D = 0.1: continuous k = 0.100000, burial average = 0.100000, stepwise k = 0.010045
v/v_D = 1.0: continuous k = 0.505000, burial average = 0.505000, stepwise k = 0.374201
v/v_D = 10.0: continuous k = 0.910000, burial average = 0.910000, stepwise k = 0.905789
transport run: growth time = 600.0 ns
steady solid solute fraction = 0.001000
steady interface-liquid fraction = 0.001980
pile-up ratio, transport = 1.9802
pile-up ratio, 1/k = 1.9802
slow-growth pile-up ratio, 1/k_e = 100.0
liquid decay length D/v = 10.000 nm
liquid/far ratio at D/v, transport = 1.3605
liquid/far ratio at D/v, formula = 1.3606
k with finite-composition term = 0.505495
relative composition correction = 0.0981 percent
```
